Collisional Entropy Production and Joule Heating in Metals and Thin Interconnect Lines, part 1

(Sections cited here and not found follow in the second part.)

## First half: the homogeneous metal

**What symmetry and dimensions fix**

Let σ be the entropy produced by collisions per unit volume and time in a metal at temperature T carrying a steady current of density J in a field E. In equilibrium σ = 0, and the second law demands σ ≥ 0 for either sign of the field. If σ is a smooth function of E, a term linear in E would make it negative for one of the two signs, so σ starts at second order. In a cubic or isotropic metal the only quadratic scalar is E², up to a constant.

The Joule density J·E is also quadratic at leading order, because J is linear in E. Since Tσ and J·E are both powers per volume,

Tσ = A J·E,

where A is a pure number. Neither symmetry nor dimensions give its value: A could still depend on the ratio of phonon energy to k_BT, on the angular dependence of the scattering, or on the band. A further argument is needed to show that A = 1, and it has to say whose entropy σ counts.

**The simplest case: scattering between k and −k**

Take a one-dimensional band with ε(−k) = ε(k), in which an electron can be scattered elastically from k to −k and back at the rate w_k = w_−k. With occupation f_k and the Pauli factor for the final state, the net rate of change is

C_k = w_k f_−k(1 − f_k) − w_k f_k(1 − f_−k) = −w_k (f_k − f_−k).

The products f_k f_−k cancel. An electron has charge −e and feels the force F = −eE. The Boltzmann equation for a steady homogeneous state is

(F/ħ) ∂f/∂k = C.

To first order in F the left side may be evaluated with the Fermi function f0. Because ∂ε/∂k = ħv, it equals F v ∂f0/∂ε. Define the positive thermal window g and the deviation φ, an energy, by

g = −∂f0/∂ε = f0(1 − f0)/k_BT,  f = f0 + gφ.

The first-order solution is odd in k, so f_k − f_−k = 2gφ_k, and

−F v g = −2w g φ,  hence φ = F v/(2w).

The entropy of the electrons is a sum over states,

S = −k_B Σ [f ln f + (1 − f) ln(1 − f)].

Throughout, Σ runs over states, spin included, and is taken per unit volume. Differentiating, the terms +1 and −1 from the two products cancel and

∂S/∂f = −k_B ℓ,  ℓ = ln[f/(1 − f)].

The collisions therefore change the electron entropy at the rate

−k_B Σ ℓ_k C_k = k_B Σ w_k ℓ_k (f_k − f_−k) = (k_B/2) Σ w_k (ℓ_k − ℓ_−k)(f_k − f_−k).

The last form is the average of the sum and of the same sum with k renamed −k. Now ∂ℓ/∂f = 1/[f(1 − f)], so to first order ℓ = ℓ0 + gφ/[f0(1 − f0)] = ℓ0 + φ/k_BT. The differences are 2φ/k_BT and 2gφ, which gives

rate of electron entropy = (1/T) Σ 2w g φ².

For the power, J = −e Σ v f and the equilibrium part carries no current, so

J·E = F Σ v g φ = Σ (2wφ) g φ = Σ 2w g φ².

Thus A = 1 here, with the entropy residing in the electrons.

A numerical case uses units with k_B = ħ = 1: ε = −cos k, v = sin k, k_BT = 0.3, chemical potential −0.2, w = 1 + 0.5 cos k and F = 0.01. The logarithmic entropy formula, evaluated without expansion at f0 + gφ, gives T times the rate as 1.000039 of J·E.

There is a flaw in calling this state steady. Elastic collisions remove no energy, while the field supplies J·E. At second order in E the even part of f must keep changing: the electrons heat up. The state is steady at first order, which is all that the linearized equation sees. A proper steady state needs a bath.

**General scattering with a bath**

Let a and b label Bloch states, and let electrons make transitions a → b by scattering from defects or by exchanging energy with phonons held at temperature T. The rate is

R_ab = W_ab f_a (1 − f_b),  W_ab/W_ba = exp[(ε_a − ε_b)/k_BT].

The second relation is detailed balance for a bath in equilibrium: a transition that gives energy to the bath is more probable than its reverse. Defects are included as the case ε_a = ε_b. Collisions between electrons, and phonons driven out of equilibrium by the current, are outside this model. Double sums Σ_ab run over ordered pairs and are also per unit volume.

In equilibrium f0/(1 − f0) = exp[−(ε − μ)/k_BT], with μ the chemical potential. Hence

R⁰_ab/R⁰_ba = exp[(ε_a − ε_b)/k_BT] exp[−(ε_a − ε_b)/k_BT] = 1,

so each transition is balanced by its reverse. For a general occupation, write

f/(1 − f) = exp[−(ε − μ − ψ)/k_BT].

This defines ψ for every state with 0 < f < 1 and involves no approximation. The same cancellation as before leaves

R_ab/R_ba = exp[(ψ_a − ψ_b)/k_BT].

To first order f = f0 + gψ, so ψ agrees with φ up to terms of second order. Then

R_ab − R_ba = R_ba {exp[(ψ_a − ψ_b)/k_BT] − 1} ≈ P_ab (φ_a − φ_b),

P_ab = R⁰_ab/k_BT = P_ba.

The collision term is the rate in minus the rate out,

C_a = Σ_b (R_ba − R_ab) ≈ −(Lφ)_a,  (Lφ)_a = Σ_b P_ab (φ_a − φ_b).

The field term is (F/ħ)·∂f0/∂k = −F·v g, as in one dimension. Changing the sign of both sides gives the linearized Boltzmann equation

Lφ = g F·v.

No relaxation time has been assumed. Adding a constant to φ changes neither side, since Lφ contains differences; the constant is fixed by the electron density. It carries no current, because Σ g v = −(1/ħ) Σ ∂f0/∂k is the sum of a derivative over a closed Brillouin zone and vanishes.

**The entropy of one transition**

When an electron goes from a to b, f_a loses what f_b gains. The electron entropy changes by

−∂S/∂f_a + ∂S/∂f_b = k_B (ℓ_a − ℓ_b).

The bath receives the energy ε_a − ε_b at temperature T, and its entropy changes by (ε_a − ε_b)/T, which is k_B ln(W_ab/W_ba). The sum is

k_B ln{[f_a(1 − f_b) W_ab]/[f_b(1 − f_a) W_ba]} = k_B ln(R_ab/R_ba).

Multiply by the number of such transitions, sum over ordered pairs, and average with the sum in which a and b are exchanged:

σ = k_B Σ_ab R_ab ln(R_ab/R_ba) = (k_B/2) Σ_ab (R_ab − R_ba) ln(R_ab/R_ba).

Each term is non-negative, since x − y and ln(x/y) have the same sign. This is the second law for the model at any field.

For a weak field insert R_ab − R_ba ≈ P_ab(φ_a − φ_b) and ln(R_ab/R_ba) ≈ (φ_a − φ_b)/k_BT:

Tσ = ½ Σ_ab P_ab (φ_a − φ_b)².

Both factors were already of first order, so second-order corrections to f affect σ at third order or beyond. That is why a linear equation suffices for a quadratic quantity.

Expand the square and use P_ab = P_ba to combine the terms with φ_a² and φ_b²:

Tσ = Σ_ab P_ab φ_a² − Σ_ab P_ab φ_a φ_b = Σ_a φ_a Σ_b P_ab (φ_a − φ_b) = Σ φ Lφ.

Now the Boltzmann equation enters:

Σ φ Lφ = F·Σ v g φ = F·(J/(−e)) = (−eE)·J/(−e) = J·E.

Therefore

Tσ = J·E to second order in E, for electrons plus bath.

As a check on the simplest case, scattering between k and −k has P = w g, and ½ Σ w g (2φ)² = Σ 2w g φ², as found there.

**A test with inelastic, anisotropic scattering**

Keep the band, temperature and chemical potential of the numerical case, with N = 81 values of k, and let every state scatter into every other:

W_ab = (1/N)[1 + 0.7 cos(k_a − k_b)][1 + 0.3 cos k_a cos k_b] exp[(ε_a − ε_b)/2k_BT].

The exponential supplies detailed balance. Solve Lφ = gFv, form f0 + gφ and evaluate σ from the logarithms. At F = 0.01 the ratio Tσ/(J·E) is 1.000801. Halving the force divides the deviation from 1 by 4.004. This is the expected behaviour: the model is symmetric under k → −k, so σ and J·E are even in F, and the leading relative error is proportional to F².

If in-scattering is dropped, so that Lφ is replaced by φ_a Σ_b P_ab, the same φ gives 1.7026 J·E. The sum here includes b = a, a term of relative order 1/N that moves no electron and cancels in Lφ. The excess, 0.7026 J·E, is the cross term Σ P_ab φ_a φ_b. It is positive here because the scattering favours final states with φ of the same sign. An electron deflected slightly has lost little of its drift, and little entropy is made.

**The limit in which a relaxation time exists**

For free electrons and elastic scattering, let n be the unit vector along v and let ⟨…⟩ be the average over directions. Choose the kernel

Lφ = (g/τ0)[φ(n) − ⟨(1 + 3c n·n′) φ(n′)⟩′].

Here 1/τ0 is the total scattering rate and c is the mean cosine of the scattering angle, since ⟨(1 + 3c n·n′) n·n′⟩′ = 3c/3 = c. The kernel is non-negative for |c| ≤ 1/3. For φ proportional to n_x, the constant part of the kernel averages to zero and the other gives c n_x. Hence

Lφ = gφ/τ_tr,  τ_tr = τ0/(1 − c),  φ = τ_tr F·v.

For a degenerate gas, Σ g becomes the density of states at the Fermi energy, 𝒩 = 3n_e/(2E_F), with n_e the electron density. Using ⟨n_x²⟩ = 1/3 and E_F = m v²/2,

Tσ = 𝒩⟨φ²⟩/τ_tr = 𝒩 v² τ_tr F²/3 = n_e e² τ_tr E²/m.

This is the Drude value of J·E. With the same φ, the bare out-scattering rate 1/τ0 in place of 1/τ_tr would have given 1/(1 − c) times as much.

**Where the entropy goes**

The total has been found, but its division between electrons and bath is a separate question. Let Q be the energy given to the bath per volume and time, so that Σ ε C = −Q. Expand the electron part −k_B Σ ℓC to second order, with ℓ = ℓ0 + φ/k_BT and −k_Bℓ0 = (ε − μ)/T:

T × (electron part) = Σ (ε − μ) C − Σ φ C = −Q + Σ φ Lφ.

Electron number is conserved, Σ C = 0, so μ drops out. Adding the bath part Q restores Σ φLφ, whatever Q is.

Elastic scattering has Q = 0, and the electron entropy grows at J·E/T. In a true steady state the field term conserves electron entropy, because

(F/ħ)·Σ (∂S/∂f) ∂f/∂k

is a sum of total derivatives in k and vanishes over a closed zone. The collisional part must then vanish as well. Energy balance confirms it: multiply the full equation by ε and sum. Integration by parts turns the left side into −F·Σ v f = −J·E, and the right side is −Q, so Q = J·E. This argument used no expansion in E; it needs a steady state, a bath that stays at T and a field that drives no transitions between bands.

The full nonlinear equation for the band model, solved at F = 0.3, gives a bath part of 1.000000 J·E and an electron part that vanishes to rounding error. By contrast, the truncated function f0 + gφ at F = 0.01 gives an electron part of 1.2253 and a bath part of −0.2245. The negative bath heat is not that of the steady state. Q is of second order and depends linearly on the second-order change of f, which the truncation omits. The sum is insensitive to that omission, as the expansion shows.

## Second half: the thin line

**What is carried over**

States have energy ε, velocity v and occupation f = f0 + gφ, where g = −∂f0/∂ε and φ is an energy. The force on an electron is F = −eE. Collisions act through a symmetric operator L, with Lφ = gF·v in a homogeneous metal. The collisional entropy production σ of electrons plus bath obeys

Tσ = Σ φ Lφ,

and in a homogeneous metal this equals J·E. For elastic scattering of free electrons with total rate 1/τ0 and mean scattering cosine c,

Lφ = (g/τ0)[φ(n) − ⟨(1 + 3c n·n′) φ(n′)⟩′],

where n is the direction of v and ⟨…⟩ averages over directions. The transport time is τ_tr = τ0/(1 − c), the density of states at the Fermi energy is 𝒩, and k_BT is small compared with the Fermi energy E_F.

**The local balance**

The expression Tσ = Σ φLφ followed from counting transitions at one place and holds in an inhomogeneous metal too. What changes is the Boltzmann equation. If T and the equilibrium function f0 are uniform but φ depends on position, electrons stream from place to place and the equation acquires the term v·∇f = g v·∇φ:

g v·∇φ + Lφ = g F·v.

Multiply by φ and sum over states. Since φ∇φ = ∇(φ²/2) and neither g nor v depends on position,

J·E = Tσ + ∇·Φ,  Φ = Σ v g φ²/2.

The equality of Tσ and J·E at a point therefore requires ∇·Φ = 0. It holds in a homogeneous region. Within a few mean free paths of a surface it can fail, because an electron acquires its drift in one place and loses it in another.

To see what Φ is, expand the entropy of one state, s(f) = −k_B[f ln f + (1 − f) ln(1 − f)]. Its derivatives at f0 are

s′ = (ε − μ)/T,  s″ = −k_B/[f0(1 − f0)] = −1/(T g).

With δf = f − f0, including its second-order part,

s(f) ≈ s(f0) + (ε − μ) δf/T − gφ²/(2T).

Multiply by v and sum. The equilibrium term carries no flux, so the electron entropy flux is

J_S = J_Q/T − Φ/T,  J_Q = Σ v (ε − μ) δf.

Thus −Φ/T is the part of the entropy flux that does not come from heat flow: a drifting distribution is more ordered than an equilibrium one of the same energy and density, and carries an entropy deficit. Integrating the quadratic term over energy, with ∫g dε = 1, should give −½(φ/k_BT)² in units of k_B·k_BT. Direct integration of the logarithms at φ = 0.05 k_BT, averaged over both signs of φ, gives the coefficient −0.50010.

The same balance follows from thermodynamics. In a steady state the electron entropy made by collisions leaves as ∇·J_S, and the bath gains Q/T. Hence

Tσ = T∇·J_S + Q = ∇·J_Q + Q − ∇·Φ.

Energy conservation says ∇·J_Q + Q = J·E, and the local balance returns.

In a homogeneous metal, Tσ equals J·E to second order in the field when the entropy of electrons and bath is counted together; where φ varies in space, the local balance adds the term ∇·Φ. It remains to find what the surfaces produce and how large their share is in a thin film.

Numerical values quoted here were computed with a short program.
